\section*{Regge Symmetries of 3j and 6j Symbols and Gap-Free Tables}

\section{The 3j symbol as a square}

\textbf{Q.} Permuting the columns of a 3j symbol, or reversing all its $m$'s, gives 12 symmetries. These have a clear meaning: relabelling three spins and reversing an axis. Why look for others?

\textbf{A.} Because a generating function treats the $j$'s and $m$'s alike. Represent a spin state by a polynomial in two complex variables,
\begin{equation}
\psi_{jm}=\frac{x^{j+m}y^{j-m}}{\sqrt{(j+m)!(j-m)!}},\qquad J_+=x\partial_y,\quad J_-=y\partial_x .
\end{equation}
The scalar product has weight $e^{-|x|^2-|y|^2}/\pi^2$, so $x^ay^b$ has squared norm $a!\,b!$ and the $\psi_{jm}$ are orthonormal. Differentiation gives $J_+\psi_{jm}=\sqrt{(j-m)(j+m+1)}\,\psi_{j,m+1}$, the usual phase.

The 3j symbols of a triad are the components of the normalized rotational invariant of three spins. It is unique up to a factor, because $j_3$ occurs once in $j_1\otimes j_2$. The Condon--Shortley convention gives the component $m_1=j_1$, $m_3=-j_3$ the sign $(-1)^{j_1-j_2+j_3}$.

\textbf{Q.} Which polynomial is this invariant?

\textbf{A.} Let $\Delta_1=x_2y_3-x_3y_2$, with $\Delta_2,\Delta_3$ obtained cyclically. The total $J_+$ gives $J_+\Delta_1=x_2x_3-x_3x_2=0$, and $J_-$ likewise. Both are first-order derivations, so they annihilate every product of $\Delta$'s. With $J=j_1+j_2+j_3$ put
\begin{equation}
F_k=\Delta_1^{k_1}\Delta_2^{k_2}\Delta_3^{k_3},\qquad k_i=J-2j_i .
\end{equation}
Its degree in $(x_1,y_1)$ is $k_2+k_3=2j_1$, as required, and similarly for the others. At $m_1=j_1$, $m_3=-j_3$ neither $y_1$ nor $x_3$ occurs, leaving $(x_2y_3)^{k_1}(-x_1y_3)^{k_2}(x_1y_2)^{k_3}$. Its sign is $(-1)^{k_2}=(-1)^{j_1-j_2+j_3}$, so $F_k$ already has the right phase.

\textbf{Q.} The symmetry could still be spoiled by the norm.

\textbf{A.} The norm follows from $\exp(u\cdot\Delta)=\sum_kF_k\prod_iu_i^{k_i}/k_i!$. Since $u\cdot\Delta=x\cdot(y\times u)$, integration over $x$ gives $e^{|y\times u|^2}$. Here $|y\times u|^2=|y|^2|u|^2-|u^\dagger y|^2$ is a Hermitian form in $y$ with eigenvalues $0,|u|^2,|u|^2$. For $|u|<1$ the $y$ integral therefore gives
\begin{equation}
\|e^{u\cdot\Delta}\|^2=\frac1{(1-|u|^2)^2}
=\sum_J(J+1)\sum_{k_1+k_2+k_3=J}J!\prod_i\frac{|u_i|^{2k_i}}{k_i!}.
\end{equation}
Different $F_k$ have different degrees and are orthogonal, so the left side is $\sum_k\|F_k\|^2\prod_i|u_i|^{2k_i}/(k_i!)^2$. Comparison gives $\|F_k\|^2=(J+1)!\prod_ik_i!$.

Let $X$ have rows $u,x,y$. Then $\det X=u\cdot\Delta$ and $(\det X)^J=\sum_kJ!\prod_i(u_i^{k_i}/k_i!)F_k$. Inserting the normalized expansion of $F_k$,
\begin{equation}
\frac{(\det X)^J}{J!\sqrt{(J+1)!}}=\sum_R
\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}
\prod_{ik}\frac{X_{ik}^{R_{ik}}}{\sqrt{R_{ik}!}},
\label{gen}
\end{equation}
where the rows of $R$ are $J-2j_i$, $j_i+m_i$ and $j_i-m_i$. All rows and columns sum to $J$: $R$ is a magic square, with no condition on its diagonals.

\section{Seventy-two operations}

\textbf{Q.} What does the determinant now give?

\textbf{A.} Permuting rows or columns changes $\det X$ at most by a sign; transposition leaves it unchanged. Comparing coefficients in \eqref{gen}, the 3j symbol is unchanged, or acquires $(-1)^J$ if the permutation is odd. There are $3!\cdot3!\cdot2=72$ operations. The classical 12 permute columns and exchange the lower two rows, so a general symbol has six classically unrelated forms.

Take $\begin{pmatrix}4&5/2&3/2\\0&-1/2&1/2\end{pmatrix}$, with $J=8$ and rows $(0,3,5)$, $(4,2,2)$, $(4,3,1)$. Exchanging the first two rows gives $\begin{pmatrix}2&3&3\\-2&0&2\end{pmatrix}$. Both equal $-0.218218$, although all three spins have changed. This is not a rotation of the original spins; it relates different coupling problems with the same $J$.

\textbf{Q.} Can the value be seen without trusting the generating function as a whole?

\textbf{A.} Expand it. The determinant has three even and three odd permutation terms, and each cell lies in one of each. If their exponents are $n_\alpha$ and $n'_\beta$, the cell shared by terms $\alpha,\beta$ is $n_\alpha+n'_\beta$. The square fixes these exponents up to a shift: $n_\alpha=a_\alpha+z$, $n'_\beta=b_\beta-z$. One choice is
\begin{equation}
a=(R_{11},R_{23},R_{32}),\qquad b=(0,R_{33}-R_{11},R_{22}-R_{11}).
\end{equation}
The multinomial theorem and \eqref{gen} then give
\begin{equation}
(3j)=\sqrt{\frac{\prod R_{ik}!}{(J+1)!}}
\sum_z\frac{(-1)^{\sum_\beta(b_\beta-z)}}{\prod_\alpha(a_\alpha+z)!\prod_\beta(b_\beta-z)!},
\label{sum3}
\end{equation}
over integers $z$ with non-negative factorial arguments. In the example $a=(0,2,3)$ and $b=(0,1,2)$, so $z=0$ alone contributes $-1/(12\cdot2)$. The root is $\sqrt{9953280/9!}=5.2372$, and the product is $-0.21822$.

A second case is $j_3=0$, $j_1=j_2=j$, $m_1=-m_2=m$. Now $a=(0,0,j+m)$ and $b=(0,0,j-m)$, again with one term, and \eqref{sum3} reduces to the familiar $(-1)^{j-m}/\sqrt{2j+1}$.

\textbf{Q.} What do the 72 operations do to $a$ and $b$?

\textbf{A.} They permute the six determinant terms, keeping the even and odd sets or exchanging them. An operation that fixes all six terms fixes every cell, so different operations act differently. Permutations within the sets, with or without exchange, also number $3!\cdot3!\cdot2=72$; all of them therefore occur. Exchange carries the factor $(-1)^J$.

This gives a selection rule: if $J$ is odd and $b$ is a shifted reordering of $a$, some odd operation fixes the square and the symbol vanishes. For $\begin{pmatrix}5/2&3&7/2\\3/2&0&-3/2\end{pmatrix}$, $J=9$, the rows are $(4,3,2)$, $(4,3,2)$, $(1,3,5)$. Exchanging the equal rows forces the zero. No odd classical operation fixes this square, so the classical symmetries do not explain it.

\section{The 6j symbol}

\textbf{Q.} A 6j symbol contains four 3j's. Changing the spins in one spoils the others, so how can a similar symmetry survive?

\textbf{A.} It has to be derived for the whole sum. Define
\begin{align}
\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\end{Bmatrix}
=\sum_m(-1)^{\sum_i(j_i-m_i)}
&\begin{pmatrix}j_1&j_2&j_3\\-m_1&-m_2&-m_3\end{pmatrix}
\begin{pmatrix}j_1&j_5&j_6\\m_1&-m_5&m_6\end{pmatrix}\nonumber\\
\times&\begin{pmatrix}j_4&j_2&j_6\\m_4&m_2&-m_6\end{pmatrix}
\begin{pmatrix}j_4&j_5&j_3\\-m_4&m_5&m_3\end{pmatrix}.
\label{def6}
\end{align}
The four triads $A,B,C,D$, in this order, are the vertices of a tetrahedron and the spins are its edges. Let $T_v$ be the spin sum at vertex $v$. Each vertex gets a factor
\begin{equation}
e^{u^v\cdot\Delta^v}=\sum\sqrt{\frac{(T_v+1)!}{\prod_ek^v_e!}}
\prod_e(u^v_e)^{k^v_e}\,(3j)\,\psi\psi\psi,\qquad k_e^v=T_v-2j_e .
\end{equation}
For an edge with end variables $z=(x,y)$ at $+m$ and $w=(x',y')$ at $-m$, apply $\exp(\partial_x\partial_{y'}-\partial_y\partial_{x'})$ and set the variables to zero. On $\psi_{jm}(z)\psi_{jm'}(w)$ this requires $m'=-m$. The binomial coefficient cancels the derivative and normalization factorials, leaving $(-1)^{j-m}$, as in \eqref{def6}. Joining all edges gives
\begin{equation}
G=\sum\{6j\}\prod_v\left[\sqrt{\frac{(T_v+1)!}{\prod_ek^v_e!}}\prod_e(u^v_e)^{k^v_e}\right].
\label{G}
\end{equation}

\textbf{Q.} Can $G$ be found in closed form?

\textbf{A.} Yes. Let $\epsilon=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$. The vertex exponent is $\frac12z^TPz$ with $P=A\otimes\epsilon$, and the joining exponent is $\frac12\partial^TQ\partial$ with $Q=B\otimes\epsilon$. The antisymmetric $12\times12$ matrices $A,B$ act on edge ends: $A$ holds the $u$'s, while $B=+1$ from a $+m$ end to its $-m$ partner. Wick's theorem reads
\begin{equation}
e^{\frac12\partial^TQ\partial}e^{\frac12z^TPz}\Big|_{z=0}=\det(1-QP)^{-1/2}.
\end{equation}
For positive $Q$ this is a Gaussian average with covariance $Q$; as an identity of power series it holds for any symmetric $Q$. Since $\epsilon^2=-1$, $1-QP=(1+BA)\otimes1_2$ and $G=1/\det(1+BA)$. Also $B^{-1}=-B$ and $\det B=1$, hence
\begin{equation}
\det(1+BA)=\det(A-B)=[\mathrm{Pf}(A-B)]^2 .
\end{equation}

A Pfaffian sums over pairings of the 12 ends, each joined along its edge or to another end at its vertex. A vertex has three ends, so it contains at most one internal pair. The two edges of that pair must continue through internal pairs at their far vertices. The internal pairs thus form closed loops without common vertices. A tetrahedron has four triangles and three quadrilaterals, no two of them disjoint. Up to an overall sign the Pfaffian is $1+\sum_Ls_L\tau_L$, where $\tau_L$ contains one factor $u^v_e$ for each vertex $v$ of the loop, $e$ being the edge at $v$ that is not part of the loop.

\textbf{Q.} The signs decide everything. Are they really all positive?

\textbf{A.} In $\ln\det(1+BA)=\mathrm{tr}\ln(1+BA)$, a loop of $n$ vertices appears from $n$ starting points and in two directions. Its coefficient is $2(-1)^{n+1}p_L$, where $p_L$ is the sign of the product of $B$ and $A$ entries along it. Hence $s_L=(-1)^{n+1}p_L$. An edge step is positive from $+m$ to $-m$; a vertex step is positive in cyclic column order. Equation \eqref{def6} gives these numbers of negative steps:
\begin{center}
\begin{tabular}{ccccccc}
$ABC$&$ABD$&$ACD$&$BCD$&$ABCD$&$ABDC$&$ACBD$\\
4&2&4&0&3&5&5
\end{tabular}
\end{center}
Triangles have $p_L=+1$ and quadrilaterals $p_L=-1$, so every $s_L=+1$. With $S$ the sum of the seven loop monomials,
\begin{equation}
G=(1+S)^{-2}=\sum_t(-1)^t(t+1)S^t .
\label{loops}
\end{equation}

\textbf{Q.} Where is the permutation symmetry?

\textbf{A.} Let $Q_1,Q_2,Q_3$ be the spin sums that omit the opposite pairs $(1,4)$, $(2,5)$, $(3,6)$. If edge $e$ joins $v,w$ and belongs to pair $k$, then $T_v+T_w=2j_e+Q_k$, so
\begin{equation}
k^v_e=T_v-2j_e=Q_k-T_w .
\label{cells}
\end{equation}
The variable $u^v_e$ occurs in the triangle avoiding $w$ and in the quadrilateral omitting pair $k$. Their exponents must add to $Q_k-T_w$, so they are $t-T_w$ and $Q_k-t$. Each spin occurs in two $T$'s and two $Q$'s; thus $\sum T=\sum Q$, and the seven exponents sum to $t$, the power in \eqref{loops}. Comparing with \eqref{G} yields Racah's formula,
\begin{equation}
\{6j\}=\sqrt{\frac{\prod_{wk}(Q_k-T_w)!}{\prod_w(T_w+1)!}}
\sum_t\frac{(-1)^t(t+1)!}{\prod_w(t-T_w)!\prod_k(Q_k-t)!}.
\label{racah}
\end{equation}
It is symmetric in four $T$'s and, separately, in three $Q$'s: $4!\cdot3!=144$ operations.

\textbf{Q.} Might a permutation produce impossible spins?

\textbf{A.} No. New spins follow from $2j_e=T_v+T_w-Q_k$. The three spins at $v$ sum to $\frac12(2T_v+\sum T-\sum Q)=T_v$, an integer. The triangle differences are the cells \eqref{cells}, merely rearranged and still non-negative, and $2j_e$ is a sum of two of them.

Relabelling vertices gives the classical 24, in which the $Q$'s move with the $T$'s. Permuting the $Q$'s alone gives six classes. For $T=(9,8,7,6)$, $Q=(9,10,11)$, exchanging the last two $Q$'s gives
\begin{equation}
\begin{Bmatrix}4&3&2\\2&2&2\end{Bmatrix}=
\begin{Bmatrix}4&5/2&5/2\\2&3/2&5/2\end{Bmatrix}=-0.101015 .
\end{equation}
The 144 operations were tested against \eqref{def6} for all 952 symbols with cells up to 3, and the 72 against the invariant's definition for all 1001 squares with cells up to 4.

\section{Addresses without gaps}

\textbf{Q.} A table needs one address per orbit. Must one search through 144 images?

\textbf{A.} Sorting is enough. Put $T_1\ge T_2\ge T_3\ge T_4$ and $Q_1\le Q_2\le Q_3$, and form
\begin{equation}
c=(Q_1-T_1,Q_1-T_2,Q_1-T_3,Q_1-T_4,Q_2-T_4,Q_3-T_4).
\end{equation}
This sequence is non-decreasing. Conversely, any such sequence of non-negative integers fixes the orbit, because $\sum T=\sum Q$ gives $Q_1=c_1+c_2+c_3-c_4+c_5+c_6$. There are $\binom{n+i-1}{i}$ non-decreasing sequences of length $i$ with last entry below $n$. Counting first by $c_6$, then by $c_5$, and so on, gives the address
\begin{equation}
I=\sum_{i=1}^6\binom{c_i+i-1}{i}.
\end{equation}
Cells up to $M$ need $\binom{M+6}{6}$ entries. For $\begin{Bmatrix}2&2&2\\2&2&3\end{Bmatrix}$, sorting gives $T=(7,7,6,6)$, $Q=(8,9,9)$ and $c=(1,1,2,2,3,3)$, so $I=1+1+4+5+21+28=60$.

\textbf{Q.} And the 3j, where two sets can be exchanged?

\textbf{A.} Sort $a$ and $b$. Keep the smallest cell $E=a_1+b_1$ and the patterns $(P,q)=(a_3-a_1,a_2-a_1)$ and $(P',q')$, formed likewise from $b$. Put the lexicographically larger pattern first; if this exchanges the sets, multiply the stored value by $(-1)^J$.

Order blocks $(E,P,P')$ by largest cell $E+P+P'$, then $E$, then $P'$. Within a block the position is $q(P'+1)+q'$ if $P>P'$, and $q(q+1)/2+q'$ if $P=P'$. The address adds the sizes of earlier blocks. Ordered patterns number $\binom{M+5}{5}$, since five non-negative integers $E,q,P-q,q',P'-q'$ have sum at most $M$. Adding the cases of equal patterns and halving,
\begin{equation}
N_{3j}=\frac12\left[\binom{M+5}{5}+\sum_{P=0}^{\lfloor M/2\rfloor}(P+1)(M-2P+1)\right].
\end{equation}
For $M=4$ this is $(126+5+6+3)/2=70$.

\textbf{Q.} So the tables shrink by 72 and 144?

\textbf{A.} Not at this size. At $M=4$, 70 entries replace 1001 3j symbols and 210 replace 3445 6j symbols, factors of about 14 and 16. Orbits shrink when entries coincide. A full 6j orbit needs four different $T$'s and three different $Q$'s, hence a largest cell of at least $3+2=5$. A full 3j orbit needs two different patterns without repeated entries, again at least 5.

All symbols with $j\le M/2$ are covered, because no cell exceeds twice the largest spin. For $j\le10$, $M=20$ therefore suffices. The complete tables then have 26818 and 230230 entries, and also hold symbols with larger spins.

\section{Term energies from the tables}

\textbf{Q.} Does a physical calculation come out with the right phases?

\textbf{A.} Take two electrons in one d shell, with interaction $\sum_kF^kP_k(\cos\theta_{12})$ and model values $F^0=15$, $F^2=9$, $F^4=6$ eV. Spin--orbit coupling and other configurations are omitted.

The integral of three spherical harmonics is rotationally invariant, hence a constant times a 3j symbol. To find the constant, multiply by the 3j, sum over $m$, and evaluate the invariant integrand at the pole, where $Y_{lm}=\delta_{m0}\sqrt{(2l+1)/4\pi}$. With $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$,
\begin{equation}
\langle2m|C^k_q|2m'\rangle=(-1)^m5
\begin{pmatrix}2&k&2\\0&0&0\end{pmatrix}
\begin{pmatrix}2&k&2\\-m&q&m'\end{pmatrix}.
\end{equation}
Use $P_k=\sum_q(-1)^qC^k_q(1)C^k_{-q}(2)$, and couple the electrons to $L$ with amplitudes $(-1)^M\sqrt{2L+1}\begin{pmatrix}2&2&L\\m_1&m_2&-M\end{pmatrix}$. Averaging over $M$ leaves four 3j's with phase $(-1)^{q+m_1+m_2}$. They match \eqref{def6} when its $m_1,\ldots,m_6$ are set to $m_1,-m_1',-q,-m_2',-m_2,-M$. Column exchanges and sign reversals cancel for even $k$. The phase in \eqref{def6} is then $(-1)^{L+q+m_1+m_2}$, as $m_1'+m_2'=M$. Therefore
\begin{equation}
E(L)=\sum_kF^k(-1)^L25\begin{pmatrix}2&k&2\\0&0&0\end{pmatrix}^2
\begin{Bmatrix}2&2&k\\2&2&L\end{Bmatrix}.
\end{equation}
For $k=2$ the 3j is $-0.239046$, so $25(3j)^2=1.42857$. Entry 60 of the 6j table is $0.114286$, and the $F^2$ coefficient for $L=3$ is $-0.163265$. Hence
\begin{equation}
E({}^3F)=15-0.163265\cdot9-0.020408\cdot6=13.408\ \mathrm{eV}.
\end{equation}
The others are ${}^1D$ 14.939, ${}^3P$ 15.143, ${}^1G$ 15.748 and ${}^1S$ 19.286 eV. Diagonalization in real d orbitals, with angular integrals by quadrature and no 3j or 6j symbols, agrees within $10^{-9}$ eV.

\textbf{Q.} Is this order fixed by the angular algebra?

\textbf{A.} Not all of it. The $F^2$ and $F^4$ coefficients are $0.142857$ and $-0.190476$ for ${}^3P$, and $-0.061224$ and $0.081633$ for ${}^1D$. Hence $E({}^3P)-E({}^1D)=0.20408F^2-0.27211F^4$, which changes sign at $F^4/F^2=0.75$; here the ratio is $0.67$.

\textbf{Q.} The 3j's for $k=2$ and $k=4$ have equal magnitude. Is that a Regge symmetry?

\textbf{A.} No. Their $J$ values are 6 and 8, and the 72 operations preserve $J$. Equality of two values does not establish a symmetry. Nor do the new 6j symmetries reduce the reads here: the 15 symbols use 12 entries because classical symmetry exchanges $k$ and $L$, identifying three pairs. The 3j's for $k=0,2,4$ sit at three different addresses, 45, 12 and 50.

\section*{Numbers as computed}
\begin{verbatim}
largest cell M in tables: 4
3j: symbols covered 1001, stored 70
6j: symbols covered 3445, stored 210
entries needed for M=20: 3j 26818, 6j 230230
6j symbols in the 144-fold test (M=3): 952
largest table error: 3j 1e-15, 6j 3e-16
3j example (4 5/2 3/2; 0 -1/2 1/2): J=8, distinct squares 72
square rows: (0, 3, 5) (4, 2, 2) (4, 3, 1)
its six classically unrelated forms and values:
  (4 5/2 3/2; 0 -1/2 1/2) = -0.21821789
  (4 2 2; -1 0 1) = -0.21821789
  (7/2 3 3/2; -1/2 -1 3/2) = -0.21821789
  (7/2 5/2 2; -3/2 -1/2 2) = -0.21821789
  (3 3 2; -2 0 2) = -0.21821789
  (3 5/2 5/2; -1 -3/2 5/2) = -0.21821789
6j example: T=[9, 8, 7, 6], Q=[9, 10, 11], distinct symbols 144
its six classically unrelated forms and values:
  {4 3 2; 2 2 2} = -0.10101525
  {4 5/2 5/2; 2 3/2 5/2} = -0.10101525
  {7/2 7/2 2; 3/2 5/2 2} = -0.10101525
  {7/2 5/2 3; 3/2 3/2 3} = -0.10101525
  {3 7/2 5/2; 1 5/2 5/2} = -0.10101525
  {3 3 3; 1 2 3} = -0.10101525
non-classical forced zero: (5/2 3 7/2; 3/2 0 -3/2), J=9, |value| = 1e-17
model Slater integrals (eV): F0=15.0, F2=9.0, F4=6.0
(2 0 2; 0 0 0): address 45, value 0.44721360
(2 2 2; 0 0 0): address 12, value -0.23904572
(2 4 2; 0 0 0): address 50, value 0.23904572
1S: f0=1.000000 f2=0.285714 f4=0.285714 E=19.2857 eV
3P: f0=1.000000 f2=0.142857 f4=-0.190476 E=15.1429 eV
1D: f0=1.000000 f2=-0.061224 f4=0.081633 E=14.9388 eV
3F: f0=1.000000 f2=-0.163265 f4=-0.020408 E=13.4082 eV
1G: f0=1.000000 f2=0.081633 f4=0.002268 E=15.7483 eV
15 6j symbols read from 12 table entries
{2 2 2; 2 2 3}: T=[6, 7, 7, 6], Q=[9, 9, 8]
  key (1, 1, 2, 2, 3, 3), address 60, value 0.11428571
largest deviation from pair diagonalization: 2e-13 eV
lowest term: L=3, E=13.4082 eV
\end{verbatim}
